# How uncertainty in the pinning factor limits a predicted band offset: test program

```python
"""
Result under test: the conduction band offset between materials a and b is
    CBO = chi_a - chi_b - (1 - S) * Delta,   Delta = Phi_a - Phi_b,
so an uncertainty dS of the pinning factor S gives an offset uncertainty
|Delta| * dS (0.5 eV * 0.2 = 0.1 eV), all other inputs being fixed.

chi   : electron affinity (eV)
Phi   : depth of the charge neutrality level below vacuum, before contact (eV)
S     : pinning factor, 1 / (1 + e^2 D_r d / eps)
D_r   : reduced density of interface states, 1/D_r = 1/D_a + 1/D_b
d, eps: distance of the two charge sheets and permittivity between them

Independent road: electrons are moved one by one between discrete levels and
the total energy (levels plus capacitor) is minimized by direct search.
"""
import numpy as np
from scipy import constants as const

chi_a, gap_a, phi_a = 4.0, 1.1, 4.9
chi_b, gap_b, phi_b = 2.4, 5.8, 4.4
s_mid, s_err = 0.5, 0.2
distance_nm, eps_rel = 0.3, 3.0
area_nm2 = 1.0e5

# potential energy step (eV) per transferred electron per nm^2
step_per_density = (const.e / const.epsilon_0 * 1e9) * distance_nm / eps_rel


def offset_formula(s, delta):
    return chi_a - chi_b - (1 - s) * delta


def reduced_density(s):
    """Reduced density of states (1/(eV nm^2)) that belongs to S."""
    return (1 / s - 1) / step_per_density


def minimize_energy(d_red, phi_b_value):
    """Direct search; returns electrons per nm^2 moved from b to a,
    the shift of b's levels relative to a's, and both band offsets."""
    dens_a, dens_b = 3.0 * d_red, 1.5 * d_red
    delta = phi_a - phi_b_value
    direction = 1 if delta > 0 else -1
    count = int(d_red * abs(delta) * area_nm2) + 10
    k = np.arange(count)
    level_a = -phi_a + direction * (k + 0.5) / (dens_a * area_nm2)
    level_b = -phi_b_value - direction * (k + 0.5) / (dens_b * area_nm2)
    level_cost = np.cumsum(direction * (level_a - level_b))
    moved = np.arange(count + 1)
    energy = np.concatenate(([0.0], level_cost))
    energy = energy + step_per_density * moved**2 / (2 * area_nm2)
    best = int(np.argmin(energy))
    assert best < count
    density = direction * best / area_nm2
    shift_b = -step_per_density * density
    cbo = (-chi_b + shift_b) - (-chi_a)
    vbo = (-chi_a - gap_a) - (-chi_b - gap_b + shift_b)
    return density, shift_b, cbo, vbo


delta = phi_a - phi_b
s_values = [s_mid - s_err, s_mid, s_mid + s_err]
assert 0 < s_values[0] and s_values[-1] < 1

# One electron more or less changes the step by about 2e-5 eV.
tol = 5e-5

# Offsets from energy minimization against the closed form
runs = [minimize_energy(reduced_density(s), phi_b) for s in s_values]
for s, run in zip(s_values, runs):
    assert abs(run[2] - offset_formula(s, delta)) < tol
    assert abs((delta + run[1]) / delta - s) < 2 * tol / abs(delta)

# Uncertainty from the minimized offsets against |Delta| dS
half_width = (runs[2][2] - runs[0][2]) / 2
half_width_vbo = (runs[2][3] - runs[0][3]) / 2
estimate = abs(delta) * s_err
assert abs(half_width - estimate) < tol
assert abs(half_width_vbo + estimate) < tol

# Opposite order of the neutrality levels: same size, opposite direction
phi_b_deep = phi_a + delta
deep = [minimize_energy(reduced_density(s), phi_b_deep) for s in s_values]
for s, run in zip(s_values, deep):
    assert abs(run[2] - offset_formula(s, -delta)) < tol
half_width_deep = (deep[2][2] - deep[0][2]) / 2
assert abs(half_width_deep + estimate) < tol

# Limits: few states (affinity rule), many states (aligned neutrality levels)
few = minimize_energy(1e-4, phi_b)[2]
many = minimize_energy(50.0, phi_b)[2]
affinity_rule = chi_a - chi_b
aligned_rule = (chi_a - phi_a) - (chi_b - phi_b)
assert abs(few - affinity_rule) < 1e-3
assert abs(many - aligned_rule) < 1e-2

# Wrong choices of the level difference do not reproduce the real spread
height_a = chi_a + gap_a - phi_a
height_b = chi_b + gap_b - phi_b
wrong_heights = abs(height_b - height_a) * s_err
wrong_residual = abs(s_mid * delta) * s_err
assert abs(wrong_heights - half_width) > 0.04
assert abs(wrong_residual - half_width) > 0.04

# Independent errors of S and Delta: quadrature over two uniform distributions
sigma_delta = 0.2
nodes, weights = np.polynomial.legendre.leggauss(8)
weights = weights / 2
s_grid = s_mid + np.sqrt(3) * s_err * nodes[:, None]
delta_grid = delta + np.sqrt(3) * sigma_delta * nodes[None, :]
w_grid = weights[:, None] * weights[None, :]
values = offset_formula(s_grid, delta_grid)
mean = np.sum(w_grid * values)
sigma_quad = np.sqrt(np.sum(w_grid * (values - mean) ** 2))
part_s = abs(delta) * s_err
part_delta = (1 - s_mid) * sigma_delta
part_both = s_err * sigma_delta
sigma_formula = np.sqrt(part_s**2 + part_delta**2 + part_both**2)
assert abs(sigma_quad - sigma_formula) < 1e-10

print(f"a: affinity, gap, neutrality depth = {chi_a:.1f}, {gap_a:.1f}, {phi_a:.1f} eV")
print(f"b: affinity, gap, neutrality depth = {chi_b:.1f}, {gap_b:.1f}, {phi_b:.1f} eV")
print(f"neutrality level difference Delta = {delta:.2f} eV")
print(f"pinning factor S = {s_mid:.1f} +- {s_err:.1f} (no unit)")
print(f"sheet distance = {distance_nm:.1f} nm, relative permittivity = {eps_rel:.1f}")
print(f"step per electron density e^2 d/eps = {step_per_density:.4f} eV nm^2")
for s, run in zip(s_values, runs):
    print(f"S = {s:.1f}: reduced state density = {reduced_density(s):.3f} 1/(eV nm^2)")
    print(f"   electrons moved b to a = {run[0]:.4f} 1/nm^2")
    print(f"   shift of b levels V = {run[1]:.3f} eV")
    print(f"   remaining misalignment = {delta + run[1]:.3f} eV")
    print(f"   conduction offset, minimized = {run[2]:.3f} eV")
    print(f"   conduction offset, formula = {offset_formula(s, delta):.3f} eV")
    print(f"   valence offset, minimized = {run[3]:.3f} eV")
ratio = reduced_density(s_values[0]) / reduced_density(s_values[2])
print(f"state density ratio, lowest S to highest S = {ratio:.2f}")
print(f"half-width of conduction offset, minimized = {half_width:.3f} eV")
print(f"estimate |Delta| dS = {estimate:.3f} eV")
print(f"half-width if {s_err:.1f} is the full width of S = {estimate / 2:.3f} eV")
print(f"signed half-change of valence offset = {half_width_vbo:.3f} eV")
print(f"reversed levels: Phi_b = {phi_b_deep:.1f} eV")
print(f"   signed half-change of conduction offset = {half_width_deep:.3f} eV")
print(f"affinity rule offset (S = 1) = {affinity_rule:.3f} eV")
print(f"   minimized with few states = {few:.3f} eV")
print(f"aligned neutrality levels offset (S = 0) = {aligned_rule:.3f} eV")
print(f"   minimized with many states = {many:.3f} eV")
print(f"neutrality height above own valence edge, a = {height_a:.2f} eV")
print(f"neutrality height above own valence edge, b = {height_b:.2f} eV")
print(f"wrong estimate from these heights = {wrong_heights:.3f} eV")
print(f"wrong estimate from remaining misalignment = {wrong_residual:.3f} eV")
print(f"standard deviation assumed for Delta = {sigma_delta:.2f} eV")
print(f"   part from S = {part_s:.3f} eV, part from Delta = {part_delta:.3f} eV")
print(f"   product part = {part_both:.3f} eV")
print(f"   total, formula = {sigma_formula:.3f} eV, quadrature = {sigma_quad:.3f} eV")
print("every check passed")
```

Running it gives:

```
a: affinity, gap, neutrality depth = 4.0, 1.1, 4.9 eV
b: affinity, gap, neutrality depth = 2.4, 5.8, 4.4 eV
neutrality level difference Delta = 0.50 eV
pinning factor S = 0.5 +- 0.2 (no unit)
sheet distance = 0.3 nm, relative permittivity = 3.0
step per electron density e^2 d/eps = 1.8095 eV nm^2
S = 0.3: reduced state density = 1.289 1/(eV nm^2)
   electrons moved b to a = 0.1934 1/nm^2
   shift of b levels V = -0.350 eV
   remaining misalignment = 0.150 eV
   conduction offset, minimized = 1.250 eV
   conduction offset, formula = 1.250 eV
   valence offset, minimized = 3.450 eV
S = 0.5: reduced state density = 0.553 1/(eV nm^2)
   electrons moved b to a = 0.1382 1/nm^2
   shift of b levels V = -0.250 eV
   remaining misalignment = 0.250 eV
   conduction offset, minimized = 1.350 eV
   conduction offset, formula = 1.350 eV
   valence offset, minimized = 3.350 eV
S = 0.7: reduced state density = 0.237 1/(eV nm^2)
   electrons moved b to a = 0.0829 1/nm^2
   shift of b levels V = -0.150 eV
   remaining misalignment = 0.350 eV
   conduction offset, minimized = 1.450 eV
   conduction offset, formula = 1.450 eV
   valence offset, minimized = 3.250 eV
state density ratio, lowest S to highest S = 5.44
half-width of conduction offset, minimized = 0.100 eV
estimate |Delta| dS = 0.100 eV
half-width if 0.2 is the full width of S = 0.050 eV
signed half-change of valence offset = -0.100 eV
reversed levels: Phi_b = 5.4 eV
   signed half-change of conduction offset = -0.100 eV
affinity rule offset (S = 1) = 1.600 eV
   minimized with few states = 1.600 eV
aligned neutrality levels offset (S = 0) = 1.100 eV
   minimized with many states = 1.105 eV
neutrality height above own valence edge, a = 0.20 eV
neutrality height above own valence edge, b = 3.80 eV
wrong estimate from these heights = 0.720 eV
wrong estimate from remaining misalignment = 0.050 eV
standard deviation assumed for Delta = 0.20 eV
   part from S = 0.100 eV, part from Delta = 0.100 eV
   product part = 0.040 eV
   total, formula = 0.147 eV, quadrature = 0.147 eV
every check passed
```
